Friedel tails, electronic smearing and the coarse phonon grid in metals

**Question.** Fourier interpolation of phonons and electron-phonon couplings assumes that their real-space counterparts fit inside the supercell conjugate to the coarse q grid. In a metal, how far do these quantities reach, and how many q points per axis does a given electronic smearing require?

**Answer.** The reach is set by how sharply the occupations resolve the Fermi surface. I derive it for free electrons with static linear screening, then extend it to a general smooth Fermi surface. Atomic units are used in the algebra, T stands for k_BT, the chemical potential μ is fixed, k_F = √(2μ), and v_F = k_F. The smearing is of Fermi-Dirac form with T ≪ μ unless stated otherwise.

**The bare response in real space**

A static potential V changes the density by δn(r) = ∫χ₀(|r − r′|)V(r′)d³r′. The density is 2TΣ_n G(r,r;iω_n), where the 2 counts spin and ω_n = (2n+1)πT. To first order δG = GVG, so

χ₀(R) = 2T Σ_n G(R,iω_n)².

The propagator obeys (iω_n + μ + ∇²/2)G = δ(r). Its decaying solution for ω_n > 0 is

G = −exp(ik_nR)/(2πR), k_n = √(2(μ + iω_n)), Im k_n > 0.

Negative frequencies give the complex conjugates, so the full sum is twice the real part of the sum over n ≥ 0:

χ₀(R) = (T/π²R²) Re Σ_{n≥0} exp(2ik_nR).

Expanding the square root gives

k_n = k_F + iω_n/v_F + ω_n²/(2k_F³) + …

The second term damps the wave. The third only shifts its phase, by R(πT)²/k_F³ for n = 0, and is dropped while that phase is small. When R < L, frequencies up to about v_F/R also contribute; their phase shift is of order 1/(k_FR), so k_FR ≫ 1 is assumed as well. With x = 2πTR/v_F the remaining sum is geometric:

Σ_{n≥0} exp[−(2n+1)x] = 1/(2 sinh x).

Therefore

χ₀(R) ≈ T cos(2k_FR)/[2π²R² sinh(R/L)], L = v_F/(2πT).

In ordinary units L = ħv_F/(2πk_BT). For 1/k_F ≪ R ≪ L, sinh(R/L) ≈ R/L and the Friedel law v_F cos(2k_FR)/(4π³R³) returns. For R ≫ L the tail falls as exp(−R/L)/R². A single propagator decays over 2L; the response contains two of them, which halves the length.

**What the smearing does**

The response is linear in the occupations. It is therefore the zero-temperature response at chemical potential μ + ε, averaged over ε with weight −f′(ε). Moving the Fermi level by ε changes k_F by ε/v_F and the phase by 2εR/v_F. The damping factor is the Fourier transform of the smeared step's derivative:

∫ dε [−f′(ε)] exp(2iεR/v_F) = (R/L)/sinh(R/L).

For Gaussian smearing, −f′ = exp(−ε²/σ²)/(σ√π), and the same integral gives exp[−(σR/v_F)²]. The length L thus belongs to Fermi-Dirac occupations, and a smearing width cannot be carried from one scheme to another unchanged.

For a general smooth Fermi surface, the large-R propagator comes from points whose normal is parallel to R. There the phase k·R changes with energy at the rate R/v, where v is the local speed. For a pair of opposite points of equal speed, v replaces v_F in L. Nonzero curvature alters the amplitude, and its sign is reversed where the surface is saddle-shaped; where a principal curvature vanishes, as on a cylinder, the power of R changes too. If several pairs contribute, the fastest one has the longest tail.

**From the response to force constants and couplings**

Let c(q) = 4π/q² and let the ions be Gaussian charges Z of width s, so that the bare ionic potential is w(q) = −Zc exp(−q²s²/2). With ε(q) = 1 − cχ₀ from now on denoting the dielectric function, the screened potential is

u = w/ε.

The pair interaction between ions is the direct repulsion w²/c plus the electron-mediated part w²χ₀/ε:

φ = (w²/c)(1 + cχ₀/ε) = w²/(cε),

because ε + cχ₀ = 1. The long tail comes from the rapid variation δχ₀ near q = 2k_F. Since δ(1/ε) = cδχ₀/ε²,

δφ = (w/ε)²δχ₀, δu = (wc/ε²)δχ₀.

The prefactors vary slowly and may be evaluated at 2k_F, at leading order in 1/R and T. Screening therefore changes the amplitude and leaves L in place. The radial force constant K = −d²φ/dR² and the radial coupling g = −du/dR follow by differentiating the fast oscillation:

K ≈ 4k_F²(w/ε)² T cos(2k_FR)/[2π²R² sinh(R/L)],

g ≈ 2k_F(wc/ε²) T sin(2k_FR)/[2π²R² sinh(R/L)].

Here g is the potential change per ionic displacement. Its matrix elements between compact Wannier functions inherit this tail in the phonon lattice vector. Decay in the electronic lattice vector is a different matter: it depends on the smoothness of the chosen bands and their gauge.

The linearization requires c|δχ₀| ≪ |ε|. Strong nesting, which makes δχ₀ large, can violate this; the range must then be found from the full 1/ε.

**What a coarse grid can hold**

Consider longitudinal phonons along a cubic axis of a simple cubic crystal with spacing a. The dynamical matrix without its mass factor is C(q) = Σ_n C_n exp(iqna), where C_n couples planes a distance X = |n|a apart. For n ≠ 0, C_n is the sum of −∂²φ/∂x² over one plane. Poisson summation turns this into

C_n = (1/a²) Σ_{G⊥} ∫(dq_x/2π) q_x² φ(q_x,G⊥) exp(iq_xX),

with G⊥ the reciprocal vectors in the plane. For G⊥ = 0 the integral needs χ₀ summed over a plane. Integrating by parts and keeping the leading term,

2π∫_X^∞ R χ₀(R) dR ≈ −T sin(2k_FX)/[2πk_FX sinh(X/L)].

Multiplication by B = 4k_F²w²/(a²ε²), taken at 2k_F, gives the tail of C_n.

For 0 < |G⊥| < 2k_F the anomaly lies at q_x = 2k_F cosθ, with sinθ = |G⊥|/(2k_F). Larger |G⊥| never meet |q| = 2k_F and are left out of the sum below. Near it, |q| − 2k_F changes cosθ times as fast as q_x, so X in the Fourier integral becomes X/cosθ, with an overall factor 1/cosθ. The factor q_x² adds cos²θ. Hence

C_n ≈ −B T Σ_{G⊥} cos²θ sin(2k_FX cosθ)/[2πk_FX sinh(X/(L cosθ))].

Oblique terms have the shorter length L cosθ, so G⊥ = 0 controls the far tail.

Sampling C(q) at N points cannot distinguish C_n from C_{n+N}. Each coefficient beyond N/2 is folded back and interpolated with the wrong wave, costing at most 2|C_n|. For even N the pair n = ±N/2 is reproduced. Counting both signs of n,

|error| ≤ 4 Σ_{n>N/2} |C_n|.

Replacing |C_n| by the tail formula with every sine set to 1 turns this bound into an estimate. Its leading exponential is exp(−Na/2L). Requiring that factor to be at most δ gives

N ≥ (2L/a) ln(1/δ) = ħv_F ln(1/δ)/(πk_BT a).

The couplings are folded back too and carry the same exponential, although for even N a part odd in q also loses the pair n = ±N/2, whose sine vanishes at every grid point. For δ = 1/e the condition reads 2π/(Na) ≤ π/L: the q spacing must resolve an anomaly rounded over a width of order 1/L.

**How large is it?**

Take a = 3 Å, two free electrons per cell and s = 0.3 Å. Then k_F = (6π²)^{1/3}/a = 1.299 Å⁻¹, the Fermi energy is 6.43 eV and ħv_F = 9.90 eV Å. At a smearing of 0.2 eV,

L = 9.90/(2π × 0.2) = 7.88 Å,

2L/a = 5.25, N ≥ 5.25 × ln 100 = 24.2, or about 24, for δ = 0.01.

The force constants and couplings of this model were also computed numerically, from the finite-temperature momentum integral for χ₀ and a Fourier transform to real space. Fitting a damped wave to R²K and R²g between 4L and 7L, with length and wavevector left free, gives 7.88 Å for both.

The table gives N for δ = 0.01, rounded to the nearest integer, followed by the N actually needed to interpolate C(q) along the cubic axis with a largest error of 10⁻³ or 10⁻⁴, relative to the maximum of C(q). Here C(q) was summed over reciprocal vectors, and even grids up to N = 100 were tried. This model crystal is unstable against transverse displacements, so it serves to test the interpolation and not to describe the phonons of a real metal.

| k_BT (eV) | L (Å) | N, δ = 0.01 | N, error 10⁻³ | N, error 10⁻⁴ |
|---|---|---|---|---|
| 0.1 | 15.8 | 48 | 36 | 56 |
| 0.2 | 7.9 | 24 | 22 | 32 |
| 0.4 | 3.9 | 12 | 12 | 18 |

Halving the smearing doubles L, and with it the N of fixed δ; a three-dimensional grid then has eight times as many points. The N needed for a fixed error grows somewhat less, by factors of 1.6 to 1.8 per axis in the table. The damping factor δ is not itself the relative error. The tail also has a small algebraic amplitude, so δ = 0.01 here corresponds to an error of 10⁻³ or less.

At 0.2 eV the relative error is 1.4 × 10⁻² for N = 8, 2.6 × 10⁻³ for N = 16 and 4.0 × 10⁻⁴ for N = 24. A modest grid can therefore suffice along the axis when an error of one per cent of the maximum of C(q) is enough. The full estimate, with its amplitude, gives 4.9 × 10⁻², 5.5 × 10⁻³ and 8.2 × 10⁻⁴. It lies above the actual errors because it sets every sine to 1 and also lets all the folded waves add at full strength. Two cautions apply to small grids. Away from the axis the error of the dynamical matrix is larger (at 0.2 eV its norm reaches 2.8 times the axis error for N = 8 and 1.6 times for N = 24), and where C(q) is small the relative error of the frequency can be larger still.

The exponential alone predicts that one more decade of accuracy costs (2L/a) ln 10 = 12 points per axis at 0.2 eV. The computed cost is 10. The difference is consistent with the extra factor 1/X in the plane tail, which also shrinks as the grid grows.

**Two other cases**

At 300 K, k_BT = 0.0259 eV and L = 61 Å, so 2L/a = 40.6. Damping to 0.01 would take N = 40.6 × 4.61 ≈ 187. Coarse grids in this model thus rely on a smearing well above room temperature, or on the smallness of the undamped Friedel amplitude.

With Gaussian smearing, exp[−(σNa/2ħv_F)²] ≤ δ gives

N ≥ [2ħv_F/(σa)] √ln(1/δ).

For σ = 0.2 eV and δ = 0.01 this is 71. This δ is the full damping relative to the Friedel law. The corresponding Fermi-Dirac factor, (R/L)/sinh(R/L), falls to 0.01 at R = 7.3L, which gives N = 38 for k_BT = 0.2 eV; the earlier 24 counts the exponential alone. At equal nominal width the bare Gaussian factor starts later and drops below the Fermi-Dirac one only at σR/ħv_F ≈ 5.5. The screened force constants of this model do not follow it that far. They obey the Gaussian law to 2 per cent at δ = 0.01, but beyond σR/ħv_F ≈ 3 (δ ≈ 10⁻⁴) a complex zero of ε(q) near 2k_F takes over. It gives an exponential tail of rate about 5.9σ/ħv_F, slightly slower than 1/L at equal width, so the √ln(1/δ) rule should not be used for smaller δ.

The relation can also be read backwards. A grid with N = 8 and a = 3 Å reaches one e-fold of damping only if k_BT ≥ 9.90/(π × 24) = 0.13 eV. Lowering the smearing at fixed N sharpens the anomaly beyond what the grid can represent. Raising it makes interpolation easier but rounds the anomaly itself, so a small interpolation error does not show that the low-temperature phonons have been reached. For each smearing, therefore, converge N first, and then reduce the smearing: at fixed N, reducing the smearing alone does not remove the interpolation error.

These numbers omit band structure, exchange-correlation in the screening and nonlocal ionic potentials. Those change v_F and the amplitudes. For a smooth Fermi surface without strong nesting, the scaling N ∝ ħv_F/(k_BT a) remains at fixed δ. At fixed error it cannot continue down to T = 0: there the plane tail of this model falls as 1/X², its sum converges, and a finite N suffices.
